Average polarization from mixed tetragonal or rhombohedral ferroelectric domains

**Problem**

A ferroelectric single crystal is divided into domains. In each domain the polarization has the same magnitude P and points along one of the directions allowed by symmetry, called variants. The axes are those of the cubic parent phase, with unit vectors e₁, e₂, e₃.

A tetragonal crystal has six variants, ±P e₁, ±P e₂ and ±P e₃. A rhombohedral crystal has eight, (P/√3)(±1, ±1, ±1), with all sign combinations allowed. The volume fractions may be chosen freely, and the domain walls occupy negligible volume. Let p be the polarization averaged over the crystal.

(a) Show that the attainable averages fill an octahedron in the tetragonal case and a cube in the rhombohedral case.

(b) Find the largest average polarization along [110] for each symmetry, and compare the two at equal P.

(c) Decide whether the domains that give these maxima can be joined without charged walls or misfit strain.

(d) Evaluate the results for P = 50 µC/cm² and estimate the main corrections to the fixed-magnitude model.

**First estimate by scaling**

The model contains one polarization scale, P. The largest average along [110] must therefore be a pure number times P, and that number depends on how closely the variants approach [110].

The component of an average along a direction cannot exceed the largest component among the domains. The estimate is therefore P cos θ, where θ is the angle from [110] to the nearest variant. It presumes that the transverse parts can be cancelled by mixing.

To estimate θ without using the detailed arrangement, suppose that N variants share the unit sphere equally. Each owns a solid angle 4π/N. Replace its territory by a circular cap of half-angle θ, whose solid angle is 2π(1 − cos θ):

2π(1 − cos θ) = 4π/N

cos θ = 1 − 2/N.

The direction [110] is equally far from its two nearest variants, so it lies on the border between two territories. The edge of the cap is thus the appropriate place to evaluate the projection:

p_est = P(1 − 2/N).

For N = 6 this gives 2P/3, and for N = 8 it gives 3P/4. With P = 50 µC/cm² the estimates are 33.3 and 37.5 µC/cm². The rhombohedral crystal is expected to do better by a factor (3/4)/(2/3) = 1.125.

**Exact solution: the two bodies**

If λ_a is the volume fraction of variant P_a, the average is

p = Σ_a λ_a P_a,  λ_a ≥ 0,  Σ_a λ_a = 1.

The set of all such averages is the convex hull of the variants. To identify it, two things are needed: no mixture lies outside the proposed body, and every point inside it is reached by some mixture.

*Tetragonal case.* Let λ(+i) and λ(−i) be the fractions polarized along +e_i and −e_i. Then

p_i = P[λ(+i) − λ(−i)].

Both fractions are non-negative, so the magnitude of their difference is no larger than their sum:

|p_i| ≤ P[λ(+i) + λ(−i)].

Adding the three inequalities and using the fact that all fractions sum to one gives

|p₁| + |p₂| + |p₃| ≤ P.

This is an octahedron with its six vertices at the variants. To reach an arbitrary point in it, define the unused part

s = 1 − (|p₁| + |p₂| + |p₃|)/P,

which is non-negative inside the octahedron, and choose

λ(±i) = max(±p_i, 0)/P + s/6.

Every fraction is non-negative. For each axis, max(p_i, 0) + max(−p_i, 0) = |p_i|, so the total is

Σ_i |p_i|/P + 6(s/6) = (1 − s) + s = 1.

The s/6 terms cancel between opposite variants, and max(p_i, 0) − max(−p_i, 0) = p_i. Hence P[λ(+i) − λ(−i)] = p_i, as required. The whole octahedron is filled.

*Rhombohedral case.* Label each variant by three signs σ = (σ₁, σ₂, σ₃), each +1 or −1. Then

p_i = (P/√3) Σ_σ λ(σ) σ_i.

The sum is an average of numbers equal to +1 or −1, so its magnitude is at most one:

|p_i| ≤ P/√3 for i = 1, 2, 3.

This is a cube with its eight vertices at the variants. To reach a given point in it, set q_i = √3 p_i/P, so that |q_i| ≤ 1, and choose

λ(σ) = [(1 + σ₁q₁)/2] [(1 + σ₂q₂)/2] [(1 + σ₃q₃)/2].

No factor is negative. Summing over the signs one axis at a time gives

Σ_σ λ(σ) = Π_i [(1 + q_i)/2 + (1 − q_i)/2] = 1.

If the sum is weighted with σ₁, the first factor becomes

(1 + q₁)/2 − (1 − q₁)/2 = q₁,

while the other two still give one. Therefore Σ_σ λ(σ)σ₁ = q₁, and the average component is (P/√3)q₁ = p₁. The other components follow in the same way, so the whole cube is filled.

The vertices of both bodies lie on the sphere of radius P. The octahedron consists of eight corner tetrahedra of volume P³/6, giving 4P³/3 ≈ 1.333P³. The cube has edge 2P/√3 and volume 8P³/(3√3) ≈ 1.540P³. The larger volume does not mean that the cube contains the octahedron, as the reach along particular directions shows.

**Reach along [110] and other directions**

Let d be a unit vector and put p = t d with t ≥ 0. The inequalities for the two bodies become

t(|d₁| + |d₂| + |d₃|) ≤ P  (tetragonal),

t max|d_i| ≤ P/√3  (rhombohedral).

The largest values of t are therefore

t_T = P/(|d₁| + |d₂| + |d₃|),

t_R = P/(√3 max|d_i|).

For [110], d = (1, 1, 0)/√2. The sum of magnitudes is √2 and the largest magnitude is 1/√2, so

t_T = P/√2 ≈ 0.7071P,

t_R = √2 P/√3 = √(2/3) P ≈ 0.8165P.

At equal P their ratio is

t_R/t_T = √(2/3) × √2 = 2/√3 ≈ 1.1547.

"Largest average along [110]" could also mean the largest component p·d, with a transverse average allowed. The values do not change. The largest single-domain component is P/√2 for the tetragonal variants [100] and [010], and (P/√3)(2/√2) = √(2/3) P for the rhombohedral variants [111] and [11−1]. An average cannot exceed these values.

To attain the maximum, every other variant must have zero fraction. If p is also to be parallel to [110], the two tetragonal fractions must be equal to make p₁ = p₂, and the two rhombohedral fractions must be equal to make p₃ = 0. Each optimum is thus a unique half-and-half mixture.

The ordering depends on direction. Along [100], the tetragonal reach is P and the rhombohedral reach is 0.5774P. Along [111], these values are interchanged. In general, at equal P, the cube reaches further when

|d₁| + |d₂| + |d₃| > √3 max|d_i|.

If the magnitudes differ, the rhombohedral crystal has the larger [110] average when

√(2/3) P_R > P_T/√2.

Multiplying by √(3/2) gives P_R/P_T > √3/2 ≈ 0.8660.

**Can the optimal domains be joined?**

The convex hull contains no information about domain walls. Consider a flat wall with normal n between domains of polarization P₁ and P₂. It carries no bound charge if

n·(P₁ − P₂) = 0.

The domains must also have equal strain within the wall plane. For small strains, this means that the strain jump ΔS satisfies x·ΔS·x = 0 for every vector x in that plane.

In a cubic parent, the spontaneous strain quadratic in polarization has diagonal elements S_ii = Q₁₁P_i² + Q₁₂(P² − P_i²). Its off-diagonal tensor elements are S_ij = Q₄₄P_iP_j/2. Opposite variants, P and −P, have equal strains. Take Q₁₁ ≠ Q₁₂ and Q₄₄ ≠ 0, so that the two variants in each optimal pair have different strains.

For the tetragonal pair [100] and [010], ΔS₁₁ = (Q₁₁ − Q₁₂)P², ΔS₂₂ = −ΔS₁₁, and the other elements vanish. With x = (x₁, x₂, x₃),

x·ΔS·x = (Q₁₁ − Q₁₂)P²(x₁ − x₂)(x₁ + x₂).

This vanishes throughout two planes, x₁ + x₂ = 0 and x₁ − x₂ = 0, with normals [110] and [1−10]. The polarization jump is P(1, −1, 0). It is perpendicular to [110] but not to [1−10], so the uncharged wall has normal [110].

For the rhombohedral pair [111] and [11−1], the squares P_i² and the product P₁P₂ are unchanged across the wall. The products P₁P₃ and P₂P₃ change from P²/3 to −P²/3. Thus ΔS₁₃ = ΔS₂₃ = Q₄₄P²/3, and

x·ΔS·x = (2Q₄₄P²/3)(x₁ + x₂)x₃.

The two possible normals are [110] and [001]. The polarization jump is (2P/√3)(0, 0, 1), so the uncharged wall again has normal [110].

To leading order in the spontaneous strain, both maxima can therefore be realized by a stack of equally thick plates parallel to (110) electrodes. The normal polarization is the same in every plate, and the in-plane parts alternate and cancel. Short-circuited electrodes compensate the bound charge on the outer (110) faces. Effects at the side faces are neglected. This construction establishes compatibility for the two optimal mixtures; it does not do so for every point of the octahedron or cube.

**Worked example**

For P = 50 µC/cm² in both crystals,

t_T = 50/√2 = 35.36 µC/cm² = 0.3536 C/m²,

t_R = 50√(2/3) = 40.82 µC/cm² = 0.4082 C/m².

The difference is 5.47 µC/cm² before rounding. With P_T held at 50 µC/cm², the rhombohedral advantage along [110] disappears when P_R falls to 0.8660 × 50 = 43.30 µC/cm².

A smaller average, 30 µC/cm² along [110], illustrates the constructed fractions. Its nonzero components are p₁ = p₂ = 30/√2 = 21.213 µC/cm². In the tetragonal crystal,

s = 1 − 2(21.213)/50 = 0.1515.

The fractions along +e₁ and +e₂ are each 21.213/50 + 0.1515/6 = 0.4495. Each of the other four is s/6 = 0.15147/6 = 0.0252.

In the rhombohedral crystal, q₁ = q₂ = √3(21.213)/50 = 0.7348 and q₃ = 0. The fractions for the variants with σ₁ = σ₂ = +1 are each

(1.7348/2)²/2 = 0.3762.

The four variants with opposite σ₁ and σ₂ have fraction 0.0575 each, and the two with σ₁ = σ₂ = −1 have 0.0088 each. These mixtures are possible but not unique. Their energies, which this model omits, would be needed to select an equilibrium pattern.

**Corrections and the real case**

The chosen magnitude is a rough value in the regime of lead zirconate titanate near the composition boundary between its tetragonal and rhombohedral phases. The correction inputs below are also rough assumptions, held equal for the two symmetries.

A poling field E along [110] changes the polarization inside the domains. Let the relative permittivity be 500 along P and 2000 across it. The latter includes the linear rotation of P. In the optimal stack the tangential field is continuous and has zero average, so it vanishes in both plates. The plates have the same normal permittivity and the same normal spontaneous polarization. Continuity of the normal displacement then makes the normal field equal to E in each. If θ is now the actual angle between P and [110],

ε_n = 500 cos²θ + 2000 sin²θ.

For the tetragonal stack cos²θ = 1/2, giving ε_n = 1250. For the rhombohedral stack cos²θ = 2/3, giving ε_n = 1000. The induced polarization is ε₀(ε_n − 1)E, where ε₀ is the vacuum permittivity. At 20 kV/cm it is about 2.2 and 1.8 µC/cm², respectively. The totals become about 37.6 and 42.6 µC/cm², and their ratio falls from about 1.15 to 1.13. The field is 0.20 of an assumed breakdown field of 100 kV/cm. These figures assume linear response and equal permittivities, whereas near the phase boundary the transverse permittivity depends strongly on composition and differs between the phases. The field also lowers the energy of the rhombohedral state relative to the tetragonal one by about 0.0547 C/m² × 2 × 10⁶ V/m ≈ 1.1 × 10⁵ J/m³, so close enough to the boundary it may change the phase.

If heating reduces P by 0.04 µC/cm² per kelvin, a rise of 50 K removes 2 µC/cm² from each domain. Projection on [110] reduces the averages by about 1.4 and 1.6 µC/cm². Equal losses of P leave the ratio of the spontaneous averages unchanged, provided that the variant directions do not change. Unequal losses in the two crystals would change it.

For walls 1 nm wide and domains 100 nm wide, the wall fraction is about 1/100. If this volume simply made no contribution while the plates kept their polarization, the losses would be 0.35 and 0.41 µC/cm². These figures only count volume and are not bounds. The walls lie in series with the plates between short-circuited electrodes, so a wall layer without spontaneous normal polarization would also depolarize the plates. The same losses result only if that layer is as polarizable as the plates; for a wall permittivity of 100 they would be about 4.0 and 3.8 µC/cm². In an uncharged ferroelectric wall, continuity of the normal displacement keeps the normal polarization nearly constant while the in-plane part reverses, so such a dead layer is not the expected wall structure.

The wall calculation also assumed small strains. In a tetragonal cell with polar axis c and transverse axis a, the normal of the (110) wall has the component a/√(a² + c²) along the polar axis, instead of 1/√2. For c/a = 1.02 this is 0.700, which lowers the tetragonal average by about 1%, or 0.35 µC/cm². For a rhombohedral cell angle of 89.8°, the corresponding reduction is about 0.2%.

Real devices can depart further from the model. Incomplete switching lowers the average. In a ceramic, the grains have different orientations and constrain one another, so the single-crystal [110] values do not apply directly. Near the composition boundary, a phase with lower symmetry may allow P to turn towards [110]. At fixed magnitude the average can never exceed P = 50 µC/cm², about 22% above the rhombohedral value of 40.82 µC/cm², and this limit requires P to turn all the way to [110]. If P instead turns between ⟨111⟩ and ⟨001⟩, as in the monoclinic phase reported for lead zirconate titanate, the largest component along [110] is (√3/2)P = 43.30 µC/cm², reached for P along [211] and only about 6% above the rhombohedral value.

**Comparison of the estimate with the exact result**

The scaling estimates, 0.667P and 0.750P, are below the exact values by 5.7% and 8.1%, relative to the exact values. The estimated advantage of 1.125 compares with 1.155. The estimate gets the order right and somewhat understates the difference.

The sign of the error follows from the shape of the territories. The tetragonal territory around [100] is bounded by directions equally close to another variant, such as those with d₁ = d₂ ≥ |d₃|. On this border 2d₁² + d₃² = 1, so the projection d₁ is largest at d₃ = 0, which is [110]. The rhombohedral territory around [111] is the positive octant. On its border d₃ = 0, the projection (d₁ + d₂)/√3 is largest at d₁ = d₂, again [110].

Thus [110] is a closest border point in both cases. A circular cap reaching only that far fits inside the territory and has a smaller area. The equal-area cap must have a larger half-angle, and hence a smaller cosine. This is why both estimates are low.

At the corners of the territories the error reverses. The tetragonal estimate of 0.667P exceeds the exact reach 0.5774P along [111], and the rhombohedral estimate of 0.750P exceeds the same value along [100]. Counting variants gives a single value for all border directions; the arrangement of the variants determines how the exact reach varies along the border.

Calculated quantities

```
Domain polarization P, both: 50.0 uC/cm2
tetragonal: faces 8, volume/P^3 1.3333
rhombohedral: faces 6, volume/P^3 1.5396
Reach/P along [100]: tetragonal 1.0000, rhombohedral 0.5774
Reach/P along [110]: tetragonal 0.7071, rhombohedral 0.8165
Reach/P along [111]: tetragonal 0.5774, rhombohedral 1.0000
Largest [110] average, tetragonal: 35.36 uC/cm2 = 0.3536 C/m2
Largest [110] average, rhombohedral: 40.82 uC/cm2 = 0.4082 C/m2
Difference R - T: 5.47 uC/cm2
Ratio R/T: 1.1547
Threshold P_R/P_T: 0.8660
Threshold P_R for P_T = P: 43.30 uC/cm2
[110] wall normal, tetragonal: 0.7071 0.7071 0.0000
[110] wall normal, rhombohedral: 0.7071 0.7071 0.0000
Target average along [110]: 30.0 uC/cm2
Target cubic component p1 = p2: 21.213 uC/cm2
Tetragonal spare s: 0.1515
Rhombohedral q1 = q2: 0.7348
Tetragonal fraction +x: 0.4495
Tetragonal fraction +y: 0.4495
Tetragonal fraction +z: 0.0252
Tetragonal fraction -x: 0.0252
Tetragonal fraction -y: 0.0252
Tetragonal fraction -z: 0.0252
Rhombohedral fraction +++: 0.3762
Rhombohedral fraction ++-: 0.3762
Rhombohedral fraction +-+: 0.0575
Rhombohedral fraction +--: 0.0575
Rhombohedral fraction -++: 0.0575
Rhombohedral fraction -+-: 0.0575
Rhombohedral fraction --+: 0.0088
Rhombohedral fraction ---: 0.0088
Poling field: 20 kV/cm; rough breakdown: 100 kV/cm; ratio 0.20
Relative permittivity along/across P: 500 / 2000
Loss of P per kelvin: 0.04 uC/cm2/K; heating 50 K
Wall width 1 nm, domain width 100 nm
tetragonal: layer permittivity 1250, induced 2.21 uC/cm2
tetragonal: heating loss 1.41, wall loss bound 0.35 uC/cm2
rhombohedral: layer permittivity 1000, induced 1.77 uC/cm2
rhombohedral: heating loss 1.63, wall loss bound 0.41 uC/cm2
With induced part: T 37.57, R 42.59 uC/cm2
Ratio R/T with induced part: 1.1338
```
